# Why two Sturmians give the hydrogen polarizability and bound states cannot: a numerical check

```python
"""
Result under test (hydrogen, fixed nucleus, atomic units):
the static polarizability alpha = 2 <s|G|s> = 9/2 is given exactly by two
p-type Sturmians, while the sum over all bound np states has a smaller limit.

s(r)   radial part of z|1s>, s = 2 r^2 exp(-r)/sqrt(3)
G      inverse of h - E1, h = -1/2 d^2/dr^2 + 1/r^2 - 1/r, E1 = -1/2
S_n    Sturmian N_n x^2 exp(-x/2) L_{n-2}^{(3)}(x), x = 2 kappa r, n = 2, 3, ...
       N_n = sqrt((n-2)!/(n+1)!), normalized with weight 1/r
kappa  common exponent of a Sturmian set; kappa = 1 belongs to energy E1
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import eval_genlaguerre

NODES, WEIGHTS = np.polynomial.laguerre.laggauss(60)
SOURCE_FACTOR = 2 / np.sqrt(3)


def norm_factor(n):
    return 1 / np.sqrt((n - 1.0) * n * (n + 1.0))


def overlap(n, kappa, beta):
    """Integral of S_n(r) r^2 exp(-beta r) dr by Gauss-Laguerre quadrature."""
    r = NODES / (kappa + beta)
    x = 2 * kappa * r
    poly = norm_factor(n) * x**2 * eval_genlaguerre(n - 2, 3, x)
    return np.sum(WEIGHTS * poly * r**2) / (kappa + beta)


def sturmian_matrices(kappa, count):
    """Quadrature matrices of h-E1, of unity and of 1/r for n = 2..count+1."""
    x = NODES
    r = x / (2 * kappa)
    values, slopes = [], []
    for n in range(2, count + 2):
        m = n - 2
        lag = eval_genlaguerre(m, 3, x)
        dlag = -eval_genlaguerre(m - 1, 4, x) if m > 0 else np.zeros_like(x)
        values.append(norm_factor(n) * x**2 * lag)
        slopes.append(2 * kappa * norm_factor(n)
                      * (2 * x * lag + x**2 * dlag - x**2 * lag / 2))
    v, d = np.array(values), np.array(slopes)
    w = WEIGHTS / (2 * kappa)
    operator = 0.5 * (d * w) @ d.T + (v * (w * (1 / r**2 - 1 / r + 0.5))) @ v.T
    return operator, (v * w) @ v.T, (v * (w / r)) @ v.T


def variational_alpha(kappa, count):
    operator = sturmian_matrices(kappa, count)[0]
    b = np.array([SOURCE_FACTOR * overlap(n, kappa, 1.0)
                  for n in range(2, count + 2)])
    return 2 * b @ np.linalg.solve(operator, b)


# ---- Sturmian relations at kappa = 1, from quadrature
count = 12
operator, plain, weighted = sturmian_matrices(1.0, count)
index = np.arange(2, count + 2)
assert np.allclose(weighted, np.eye(count), atol=1e-9)
assert np.allclose(operator, np.diag(index - 1.0), atol=1e-8)
side = -0.5 * np.sqrt((index[:-1] - 1.0) * (index[:-1] + 2.0))
tridiagonal = np.diag(index * 1.0) + np.diag(side, 1) + np.diag(side, -1)
assert np.allclose(plain, tridiagonal, atol=1e-8)

c = np.array([SOURCE_FACTOR * overlap(n, 1.0, 1.0) for n in index])
assert np.max(np.abs(c[2:])) < 1e-10
assert abs(c[0] - np.sqrt(2)) < 1e-11 and abs(c[1] + np.sqrt(0.5)) < 1e-11
sturmian_terms = 2 * c**2 / (index - 1)
alpha_two = sturmian_terms[:2].sum()
assert abs(alpha_two - 4.5) < 1e-10

# ---- finite-difference solution of (h-E1) u = source, no Sturmians used
step = 0.002
grid = step * np.arange(1, 20000)
bands = np.zeros((3, grid.size))
bands[0, 1:] = bands[2, :-1] = -0.5 / step**2
bands[1] = 1 / step**2 + 1 / grid**2 - 1 / grid + 0.5
source = SOURCE_FACTOR * grid**2 * np.exp(-grid)
response = solve_banded((1, 1), bands, source)
alpha_grid = 2 * step * np.sum(source * response)
closed_response = (2 * grid**2 + grid**3) * np.exp(-grid) / np.sqrt(3)
assert abs(alpha_grid - alpha_two) < 1e-4
assert np.max(np.abs(response - closed_response)) < 1e-4

# ---- another source, r^2 exp(-beta r): complete series, but no termination
beta = 2.7
other = grid**2 * np.exp(-beta * grid)
other_grid = step * np.sum(other * solve_banded((1, 1), bands, other))
other_terms = np.array([overlap(n, 1.0, beta)**2 / (n - 1)
                        for n in range(2, 32)])
other_ratio_two = other_terms[:2].sum() / other_grid
other_ratio_all = other_terms.sum() / other_grid
assert abs(other_ratio_all - 1) < 1e-4
assert other_ratio_two < 1 - 1e-3


# ---- bound states: closed dipole formula against quadrature
def bound_dipole_sq(n):
    n = np.asarray(n, dtype=float)
    return 256 / 3 * n**7 / (n**2 - 1)**5 * np.exp(-4 * n * np.arctanh(1 / n))


for n in range(2, 16):
    h_matrix, unit_matrix, _ = sturmian_matrices(1 / n, n - 1)
    gap = 0.5 * (1 - 1 / n**2)
    assert abs(unit_matrix[-1, -1] / n**2 - 1) < 1e-8
    assert abs(h_matrix[-1, -1] / n**2 - gap) < 1e-8
    direct = (SOURCE_FACTOR * overlap(n, 1 / n, 1.0) / n)**2
    assert abs(direct / bound_dipole_sq(n) - 1) < 1e-7

levels = np.arange(2, 200001, dtype=float)
dip = bound_dipole_sq(levels)
gaps = 0.5 * (1 - 1 / levels**2)
bound_terms = 2 * dip / gaps
partial = np.cumsum(bound_terms)
alpha_bound = partial[-1]
tail_constant = 1024 / 3 * np.exp(-4)
assert abs(bound_terms[998] * levels[998]**3 / tail_constant - 1) < 1e-4


# ---- continuum: closed formula against integrals over Coulomb waves
def continuum_dipole_sq(k):
    return (256 / 3 * np.exp(-4 * np.arctan(k) / k)
            / ((1 + k**2)**5 * (1 - np.exp(-2 * np.pi / k))))


leg_x, leg_w = np.polynomial.legendre.leggauss(100)
radii, radial_w = 22.5 * (leg_x + 1), 22.5 * leg_w
for k in (0.5, 1.0, 2.0):
    wave = np.array([float(mp.re(mp.coulombf(1, -1 / k, k * r)))
                     for r in radii]) * np.sqrt(2 / (np.pi * k))
    direct = np.sum(radial_w * SOURCE_FACTOR * radii**2
                    * np.exp(-radii) * wave)**2
    assert abs(direct / continuum_dipole_sq(k) - 1) < 1e-6


def continuum_moment(power):
    """Integral over energy of d^2 divided by (excitation energy)^power."""
    return quad(lambda k: k * continuum_dipole_sq(k)
                / ((1 + k**2) / 2)**power, 0, np.inf,
                epsabs=1e-11, epsrel=1e-10)[0]


alpha_cont = 2 * continuum_moment(1)
source_bound, source_cont = dip.sum(), continuum_moment(0)
resp_bound, resp_cont = np.sum(dip / gaps**2), continuum_moment(2)
resp_norm = step * np.sum(response**2)
assert alpha_cont > 0.1 and alpha_bound < 4.4
assert abs(alpha_bound + alpha_cont - alpha_two) < 1e-7
assert abs(source_bound + source_cont - 1) < 1e-7
assert abs(resp_bound + resp_cont - 43 / 8) < 1e-7
assert abs(resp_norm - 43 / 8) < 1e-3

# ---- wrong exponent kappa = 1/2: converges to 9/2 but does not terminate
sizes = (1, 2, 3, 4, 6, 8)
half = {size: variational_alpha(0.5, size) for size in sizes}
assert abs(half[1] - bound_terms[0]) < 1e-9
assert half[2] > alpha_bound
assert all(4.5 - half[size] > 1e-8 for size in (1, 2, 3, 4, 6))
assert abs(variational_alpha(0.5, 20) - 4.5) < 1e-8

bohr_angstrom = physical_constants["Bohr radius"][0] * 1e10

print("Hydrogen 1s, fixed nucleus; polarizabilities in a0^3")
print(f"Sturmian overlap c2 = {c[0]:.6f} a.u.")
print(f"Sturmian overlap c3 = {c[1]:.6f} a.u.")
print(f"largest |c_n|, n = 4..13, below 1e-10: {np.max(np.abs(c[2:])) < 1e-10}")
print(f"Sturmian n=2 contribution = {sturmian_terms[0]:.6f} a0^3")
print(f"Sturmian n=3 contribution = {sturmian_terms[1]:.6f} a0^3")
print(f"two-Sturmian polarizability = {alpha_two:.6f} a0^3")
print(f"same, converted = {alpha_two * bohr_angstrom**3:.5f} angstrom^3")
print(f"finite-difference polarizability = {alpha_grid:.5f} a0^3")
for n in (2, 3, 4):
    print(f"bound {n}p contribution = {bound_terms[n - 2]:.5f} a0^3")
for n in (3, 4, 10, 100):
    print(f"bound sum through n={n} = {partial[n - 2]:.5f} a0^3")
print(f"bound sum, limit = {alpha_bound:.5f} a0^3")
print(f"n^3 times bound term at large n = {tail_constant:.4f} a0^3")
print(f"continuum contribution = {alpha_cont:.5f} a0^3")
print(f"bound + continuum = {alpha_bound + alpha_cont:.5f} a0^3")
print(f"continuum share of polarizability = {100*alpha_cont/alpha_two:.2f} %")
print(f"source norm squared, bound part = {source_bound:.5f} a0^2")
print(f"source norm squared, continuum part = {source_cont:.5f} a0^2")
print(f"response norm squared, bound part = {resp_bound:.5f} a.u.")
print(f"response norm squared, continuum part = {resp_cont:.5f} a.u.")
print(f"response norm squared, total = {resp_bound + resp_cont:.5f} a.u.")
for size in sizes:
    print(f"kappa=1/2, {size} functions: alpha = {half[size]:.7f} a0^3")
print(f"other source r^2 exp(-beta r): beta = {beta:.1f} 1/a0")
print(f"other source, 2 Sturmians / grid value = {other_ratio_two:.5f}")
print(f"other source, 30 Sturmians / grid value = {other_ratio_all:.5f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Hydrogen 1s, fixed nucleus; polarizabilities in a0^3
Sturmian overlap c2 = 1.414214 a.u.
Sturmian overlap c3 = -0.707107 a.u.
largest |c_n|, n = 4..13, below 1e-10: True
Sturmian n=2 contribution = 4.000000 a0^3
Sturmian n=3 contribution = 0.500000 a0^3
two-Sturmian polarizability = 4.500000 a0^3
same, converted = 0.66683 angstrom^3
finite-difference polarizability = 4.50000 a0^3
bound 2p contribution = 2.95962 a0^3
bound 3p contribution = 0.40045 a0^3
bound 4p contribution = 0.13194 a0^3
bound sum through n=3 = 3.36007 a0^3
bound sum through n=4 = 3.49201 a0^3
bound sum through n=10 = 3.63436 a0^3
bound sum through n=100 = 3.66295 a0^3
bound sum, limit = 3.66326 a0^3
n^3 times bound term at large n = 6.2517 a0^3
continuum contribution = 0.83674 a0^3
bound + continuum = 4.50000 a0^3
continuum share of polarizability = 18.59 %
source norm squared, bound part = 0.71659 a0^2
source norm squared, continuum part = 0.28341 a0^2
response norm squared, bound part = 4.71305 a.u.
response norm squared, continuum part = 0.66195 a.u.
response norm squared, total = 5.37500 a.u.
kappa=1/2, 1 functions: alpha = 2.9596211 a0^3
kappa=1/2, 2 functions: alpha = 4.2577005 a0^3
kappa=1/2, 3 functions: alpha = 4.4832356 a0^3
kappa=1/2, 4 functions: alpha = 4.4954667 a0^3
kappa=1/2, 6 functions: alpha = 4.4980050 a0^3
kappa=1/2, 8 functions: alpha = 4.4998064 a0^3
other source r^2 exp(-beta r): beta = 2.7 1/a0
other source, 2 Sturmians / grid value = 0.97717
other source, 30 Sturmians / grid value = 1.00000
ALL CHECKS PASSED
```
